# Why a Divergent Field at a Sharp Pore Edge Stores Finite Energy: a numerical check

```python
"""Sharp straight edge of an air pore: divergent field, finite energy.

Result under test: near an edge of air-side opening angle alpha the potential
varies as r**lam, where sin(pi*lam) = K*sin(lam*|pi-alpha|), 1/2 < lam < 1,
K = (eps_matrix-eps_pore)/(eps_matrix+eps_pore). The field varies as
r**(lam-1) and diverges; the energy within r varies as r**(2*lam) and vanishes.
The effective permittivity of a periodic array of square pores is finite.

Symbols: eps = relative permittivity, r = distance from the edge,
half_side = half the pore side, half_period = half the array period,
radius = rounding radius of the edge. Lengths are in nm. The numerical
solutions use a mean field of 1 along x, so their fields are ratios to it.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

eps_pore, eps_matrix = 1.0, 3.0
half_side, half_period = 10.0, 20.0
mean_field = 1.0e8            # V/m, equal to 1 MV/cm
alpha = np.pi / 2
beta = alpha / 2


def exponents(angle, eps_m, eps_p=1.0):
    """Leading singular exponent and its partner of opposite symmetry."""
    contrast = (eps_m - eps_p) / (eps_m + eps_p)
    gamma = abs(np.pi - angle)
    singular = brentq(lambda s: np.sin(np.pi*s) - contrast*np.sin(s*gamma),
                      0.5, 1.0)
    regular = brentq(lambda s: np.sin(np.pi*s) + contrast*np.sin(s*gamma),
                     1.0, 1.5)
    return singular, regular


def angular_spectrum(angle, eps_m, n=360):
    """Diagonalize the angular equation on a circle with linear elements."""
    step = 2*np.pi/n
    middle = -np.pi + (np.arange(n) + 0.5)*step
    eps = np.where(abs(middle) < angle/2, 1.0, eps_m)
    stiff, mass = np.zeros((n, n)), np.zeros((n, n))
    left = np.arange(n)
    right = (left + 1) % n
    for i, j, s, m in ((left, left, 1, 2), (right, right, 1, 2),
                       (left, right, -1, 1), (right, left, -1, 1)):
        np.add.at(stiff, (i, j), s*eps/step)
        np.add.at(mass, (i, j), m*eps*step/6)
    values, vectors = eigh(stiff, mass, subset_by_index=[0, 2])
    f = vectors[:, 1]
    parity = np.sum(f*f[(-left) % n])/np.sum(f*f)
    return np.sqrt(values[1:]), parity


for degrees, eps_m in ((10, 1000.0), (60, 3.0), (90, 3.0), (90, 12.0),
                       (150, 3.0), (240, 3.0)):
    found, parity = angular_spectrum(np.radians(degrees), eps_m)
    assert np.allclose(found, exponents(np.radians(degrees), eps_m), atol=2e-4)
    assert 0.5 < found[0] < 1.0 < found[1]
    assert abs(parity - (-1 if degrees < 180 else 1)) < 1e-5
    if degrees == 90:
        k = (eps_m - 1)/(eps_m + 1)
        closed = 2/np.pi*np.arccos(np.array([k/2, -k/2]))
        assert np.allclose(found, closed, atol=2e-4)


def outline(u, radius):
    """Pore boundary in one quadrant; u=0 is the edge, u<0 the right face."""
    arc = radius*np.pi/4
    distance = (half_side - radius + arc)*abs(u)**3
    turn = np.minimum(distance/max(radius, 1e-12), np.pi/4)
    x = half_side - radius + radius*np.cos(np.pi/4 + turn)
    x = x - np.maximum(distance - arc, 0)
    y = half_side - radius + radius*np.sin(np.pi/4 + turn)
    return np.where((u > 0)[:, None], np.stack([x, y], 1),
                    np.stack([y, x], 1))


def solve(n, eps_p, eps_m, radius=0.0):
    """Energy minimum on a quarter cell with linear triangles."""
    u = np.linspace(-1, 1, 2*n + 1)
    border = outline(u, radius)
    outer = outline(u, 0.0)*half_period/half_side
    inside = 1 - (1 - np.arange(n + 1)/n)**3
    outside = (np.arange(1, n + 1)/n)**3
    grid = np.concatenate([inside[:, None, None]*border,
                           border + outside[:, None, None]*(outer - border)])
    m = 2*n + 1
    index = np.maximum(np.arange(m*m).reshape(m, m) - m + 1, 0)
    points = np.concatenate([np.zeros((1, 2)), grid[1:].reshape(-1, 2)])
    a, b = index[:-1, :-1], index[1:, :-1]
    c, d = index[1:, 1:], index[:-1, 1:]
    upper = np.arange(2*n)[None, :] >= n
    first = np.stack([np.where(upper, a, d), b, c], -1)
    second = np.stack([a, np.where(upper, c, b), d], -1)[1:]
    tri = np.concatenate([first.reshape(-1, 3), second.reshape(-1, 3)])
    row = np.repeat(np.arange(2*n), 2*n)
    in_pore = np.concatenate([row, row[2*n:]]) < n
    eps = np.where(in_pore, eps_p, eps_m)
    corner = points[tri]
    x, y = corner[..., 0], corner[..., 1]
    det = ((x[:, 1]-x[:, 0])*(y[:, 2]-y[:, 0])
           - (x[:, 2]-x[:, 0])*(y[:, 1]-y[:, 0]))
    assert det.min() > 0
    gx = (np.roll(y, -1, 1) - np.roll(y, -2, 1))/det[:, None]
    gy = (np.roll(x, -2, 1) - np.roll(x, -1, 1))/det[:, None]
    local = (eps*det/2)[:, None, None]*(gx[:, :, None]*gx[:, None, :]
                                        + gy[:, :, None]*gy[:, None, :])
    i = np.repeat(tri, 3, axis=1).ravel()
    j = np.tile(tri, (1, 3)).ravel()
    matrix = coo_matrix((local.ravel(), (i, j)),
                        shape=(len(points),)*2).tocsr()
    phi = np.zeros(len(points))
    phi[index[-1, :n + 1]] = half_period
    fixed = np.concatenate([index[:, -1], index[-1, :n + 1]])
    free = np.setdiff1d(np.arange(len(points)), fixed)
    phi[free] = spsolve(matrix[free][:, free].tocsc(), -(matrix[free] @ phi),
                        permc_spec="MMD_AT_PLUS_A")
    square = (gx*phi[tri]).sum(1)**2 + (gy*phi[tri]).sum(1)**2
    face = phi[index[n]]
    tip = (face[n-1] - face[n+1])/np.linalg.norm(border[n-1] - border[n+1])
    return SimpleNamespace(
        eps_eff=np.sum(eps*det/2*square)/half_period**2,
        peak=np.sqrt(square.max()), tip=tip, face=face, u=u, n=n,
        corner=corner, area=det/2, square=square, eps=eps, in_pore=in_pore)


def region_integral(sol, inside, weight, parts=4):
    """Integrate weight*|field|**2 over a region by subdividing triangles."""
    origin = sol.corner[:, 0]
    side1, side2 = sol.corner[:, 1] - origin, sol.corner[:, 2] - origin
    share = np.zeros(len(origin))
    for shift in (1/3, 2/3):
        for i in range(parts):
            for j in range(parts):
                if i + j + 2*shift < parts:
                    p = (origin + (i + shift)/parts*side1
                         + (j + shift)/parts*side2)
                    share += inside(p[:, 0], p[:, 1])/parts**2
    return np.sum(weight*share*sol.area*sol.square)


# Divergent peak and convergent energy on refined meshes of the sharp pore.
lam, lam2 = exponents(alpha, eps_matrix, eps_pore)
sharp = {n: solve(n, eps_pore, eps_matrix) for n in (20, 40, 80)}
fine = sharp[80]
# The smallest triangle shrinks by 8 for each doubling of n.
assert abs(fine.peak/sharp[40].peak - 8**(1 - lam)) < 0.05
assert sharp[20].eps_eff > sharp[40].eps_eff > fine.eps_eff
# The flux principle is the same problem with inverse permittivities.
lower = 1/solve(80, 1/eps_pore, 1/eps_matrix).eps_eff
best = (4*fine.eps_eff - sharp[40].eps_eff)/3
porosity = (half_side/half_period)**2
arithmetic = porosity*eps_pore + (1 - porosity)*eps_matrix
harmonic = 1/(porosity/eps_pore + (1 - porosity)/eps_matrix)
assert harmonic < lower < best < fine.eps_eff < arithmetic
assert fine.eps_eff - lower < 0.005*best

# Exponents and amplitudes from potentials on the two faces of the edge.
n = fine.n
dist = half_side*fine.u[n+1:]**3
right, top = fine.face[:n][::-1], fine.face[n+1:]
odd, even = (right - top)/2, abs((right + top)/2 - fine.face[n])
window = (dist > 0.02) & (dist < 0.2)
slope_odd = np.polyfit(np.log(dist[window]), np.log(odd[window]), 1)[0]
slope_even = np.polyfit(np.log(dist[window]), np.log(even[window]), 1)[0]
assert abs(slope_odd - lam) < 0.015
assert abs(slope_even - lam2) < 0.03
c1 = np.median((odd/dist**lam)[window])/np.sin(lam*beta)
c2 = np.median((even/dist**lam2)[window])/np.cos(lam2*beta)
b1 = abs(np.sin(lam*beta)/np.sin(lam*(np.pi - beta)))
b2 = abs(np.cos(lam2*beta)/np.cos(lam2*(np.pi - beta)))


def disc_integral(r):
    """Integral of eps*|field|**2 in a disc, from the two leading modes."""
    return sum(s*c**2*r**(2*s)/2*(eps_pore*alpha
                                  + eps_matrix*b**2*(2*np.pi - alpha))
               for s, c, b in ((lam, c1, b1), (lam2, c2, b2)))


disc_numeric = region_integral(
    fine, lambda x, y: np.hypot(x-half_side, y-half_side) < 1.0, fine.eps)
assert abs(disc_numeric/disc_integral(1.0) - 1) < 0.03

# Rounded edges: extrapolate the energy from two meshes.
rounded, change = {}, {}
for radius in (2.0, 1.0, 0.5, 0.2, 0.05):
    coarse = solve(40, eps_pore, eps_matrix, radius)
    rounded[radius] = solve(80, eps_pore, eps_matrix, radius)
    change[radius] = (4*rounded[radius].eps_eff - coarse.eps_eff)/3 - best
    if radius == 1.0:
        # Gradients are constant per triangle, hence first-order accuracy.
        assert abs(rounded[radius].peak/coarse.peak - 1) < 0.08
tip_slope = np.log(rounded[0.05].tip/rounded[0.2].tip)/np.log(0.05/0.2)
assert abs(tip_slope - (lam - 1)) < 0.02
change_slope = np.log2(change[1.0]/change[0.5])
assert 2*lam - 0.05 < change_slope < 2.0
bound = {}
for radius in (2.0, 1.0):
    start = half_side - radius
    bound[radius] = (eps_matrix - eps_pore)*region_integral(
        fine, lambda x, y: (x > start) & (y > start)
        & (np.hypot(x - start, y - start) > radius),
        fine.in_pore)/half_period**2
    assert 0 < change[radius] < bound[radius]

# Physical example and rough sizes of neglected effects.
cutoff = 0.3                  # nm, rough atomic spacing
cell_energy = (0.5*const.epsilon_0*best*mean_field**2
               * (2*half_period*1e-9)**2/const.e*1e-9)
disc_share = 4*disc_integral(cutoff)/(best*(2*half_period)**2)
area_share = 4*np.pi*cutoff**2/(2*half_period)**2
singular_air = c1*lam*cutoff**(lam-1)
air_limit = singular_air + c2*lam2*cutoff**(lam2-1)
matrix_limit = b1*singular_air + b2*c2*lam2*cutoff**(lam2-1)
ten_times = (10/(c1*lam))**(1/(lam - 1))
drop = 2*fine.face[0]*1e-9*mean_field
skin_change = region_integral(
    fine, lambda x, y: np.maximum(x, y) < half_side + 1.0,
    ~fine.in_pore)/half_period**2
barrier, ionization, breakdown = 4.0, 12.0, 5.0
temperature, modulus, length = 378.15, 10.0e9, 1000.0
assert drop < barrier
gap_field = drop/(2*half_side*1e-9)
wkb = (4/3*np.sqrt(2*const.m_e*const.e)/const.hbar
       * (barrier**1.5 - (barrier - drop)**1.5)/gap_field)
debye = 1e-21/const.c
ratio = debye*matrix_limit*mean_field/(const.k*temperature)
saturation = 1 - 3*(1/np.tanh(ratio) - 1/ratio)/ratio
strain = (0.5*const.epsilon_0*eps_matrix
          * (matrix_limit*mean_field)**2/modulus)

print(f"pore, matrix permittivity: {eps_pore:.1f}, {eps_matrix:.1f}")
print(f"pore side, period: {2*half_side:.0f}, {2*half_period:.0f} nm")
print(f"porosity: {porosity:.2f}")
print(f"mean field: {mean_field/1e8:.1f} MV/cm")
print(f"contrast K: {(eps_matrix-eps_pore)/(eps_matrix+eps_pore):.3f}")
print(f"singular exponent lam: {lam:.4f}; from cell: {slope_odd:.4f}")
print(f"regular exponent lam2: {lam2:.4f}; from cell: {slope_even:.4f}")
print(f"field exponent lam-1: {lam-1:.4f}")
print(f"energy exponent 2*lam: {2*lam:.4f}")
print(f"matrix/air field ratio b of singular mode: {b1:.4f}")
print(f"amplitude c/E0: {c1:.4f} nm^(1-lam)")
print(f"amplitude c2/E0: {c2:.4f} nm^(1-lam2)")
for size, sol in sharp.items():
    print(f"sharp, mesh {size}: peak/E0 {sol.peak:.3f},"
          f" eps_eff {sol.eps_eff:.5f}")
print(f"harmonic, arithmetic mean: {harmonic:.4f}, {arithmetic:.4f}")
print(f"eps_eff lower, upper bound: {lower:.5f}, {fine.eps_eff:.5f}")
print(f"eps_eff extrapolated: {best:.5f}")
print(f"cell energy per length: {cell_energy:.4f} eV/nm")
print(f"disc 1 nm, integral/E0^2: cell {disc_numeric:.4f},"
      f" modes {disc_integral(1.0):.4f} nm^2")
for radius, sol in rounded.items():
    print(f"edge radius {radius:.2f} nm: tip/E0 {sol.tip:.3f},"
          f" peak/E0 {sol.peak:.3f}")
print(f"tip-field exponent, 0.05 to 0.2 nm: {tip_slope:.4f}")
for radius in (2.0, 1.0, 0.5):
    print(f"eps_eff rise, radius {radius:.1f} nm: {change[radius]:.6f}")
for radius in bound:
    print(f"upper bound of rise, {radius:.1f} nm: {bound[radius]:.6f}")
print(f"rise exponent, 0.5 to 1 nm: {change_slope:.3f}")
print(f"rough atomic cutoff: {cutoff:.1f} nm")
print(f"energy share in four cutoff discs: {100*disc_share:.4f} %")
print(f"area share of these discs: {100*area_share:.4f} %")
print(f"singular air field at cutoff: {singular_air*mean_field/1e8:.3f} MV/cm")
print(f"two-mode air limit at cutoff: {air_limit*mean_field/1e8:.3f} MV/cm")
print(f"two-mode matrix limit there: {matrix_limit*mean_field/1e8:.3f} MV/cm")
print(f"singular air field = 10 E0 at r: {ten_times:.2e} nm")
print(f"rough matrix breakdown field: {breakdown:.1f} MV/cm")
print(f"matrix limit/breakdown: {matrix_limit*mean_field/1e8/breakdown:.3f}")
print(f"1 nm skin, eps 4 not 3: eps_eff rise at most {skin_change:.4f}")
print(f"drop across gap: {drop:.3f} V; rough ionization {ionization:.0f} eV")
print(f"gap tunnelling exponent, rough {barrier:.0f} eV barrier: {wkb:.0f}")
print(f"1 D dipole saturation at {temperature:.0f} K: {100*saturation:.3f} %")
print(f"strain scale, rough {modulus/1e9:.0f} GPa modulus: {strain:.2e}")
print(f"end scale, side/length for {length:.0f} nm: {2*half_side/length:.3f}")
print("all tests passed")
```

It prints:

```
pore, matrix permittivity: 1.0, 3.0
pore side, period: 20, 40 nm
porosity: 0.25
mean field: 1.0 MV/cm
contrast K: 0.500
singular exponent lam: 0.8391; from cell: 0.8397
regular exponent lam2: 1.1609; from cell: 1.1597
field exponent lam-1: -0.1609
energy exponent 2*lam: 1.6783
matrix/air field ratio b of singular mode: 0.6667
amplitude c/E0: 1.6631 nm^(1-lam)
amplitude c2/E0: 0.5606 nm^(1-lam2)
sharp, mesh 20: peak/E0 3.948, eps_eff 2.32414
sharp, mesh 40: peak/E0 5.494, eps_eff 2.32388
sharp, mesh 80: peak/E0 7.664, eps_eff 2.32381
harmonic, arithmetic mean: 2.0000, 2.5000
eps_eff lower, upper bound: 2.32377, 2.32381
eps_eff extrapolated: 2.32379
cell energy per length: 1.0274 eV/nm
disc 1 nm, integral/E0^2: cell 10.5566, modes 10.5468 nm^2
edge radius 2.00 nm: tip/E0 1.195, peak/E0 1.537
edge radius 1.00 nm: tip/E0 1.334, peak/E0 1.627
edge radius 0.50 nm: tip/E0 1.492, peak/E0 1.756
edge radius 0.20 nm: tip/E0 1.731, peak/E0 1.969
edge radius 0.05 nm: tip/E0 2.171, peak/E0 2.375
tip-field exponent, 0.05 to 0.2 nm: -0.1635
eps_eff rise, radius 2.0 nm: 0.007654
eps_eff rise, radius 1.0 nm: 0.002298
eps_eff rise, radius 0.5 nm: 0.000700
upper bound of rise, 2.0 nm: 0.011315
upper bound of rise, 1.0 nm: 0.003353
rise exponent, 0.5 to 1 nm: 1.716
rough atomic cutoff: 0.3 nm
energy share in four cutoff discs: 0.1394 %
area share of these discs: 0.0707 %
singular air field at cutoff: 1.694 MV/cm
two-mode air limit at cutoff: 2.230 MV/cm
two-mode matrix limit there: 1.487 MV/cm
singular air field = 10 E0 at r: 4.82e-06 nm
rough matrix breakdown field: 5.0 MV/cm
matrix limit/breakdown: 0.297
1 nm skin, eps 4 not 3: eps_eff rise at most 0.0468
drop across gap: 2.809 V; rough ionization 12 eV
gap tunnelling exponent, rough 4 eV barrier: 326
1 D dipole saturation at 378 K: 0.060 %
strain scale, rough 10 GPa modulus: 2.94e-05
end scale, side/length for 1000 nm: 0.020
all tests passed
```
